**Band slopes and curvatures from a Wannier Hamiltonian, with and without degeneracy**

For $H(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R)$ with eigenvalues $E_n$ and eigenvectors $|n\rangle$, the program computes $\partial_aE_n=\langle n|H_a|n\rangle$ and the curvature as a direct term plus an interband sum over $1/(E_n-E_m)$; subscripts on $H$ denote $\mathbf k$-derivatives. At a degenerate level it diagonalizes the projected first derivative along a direction, then the second-order matrix within each set of equal slopes. It asserts agreement with finite differences of eigenvalues at a generic point, a linear crossing and a quadratic touching of an $s$, $p_x$, $p_y$ square lattice, and for a threefold level with two equal slopes. It also asserts that the crossing slopes do not follow from gradients and that the curvatures at the touching do not follow from a mass tensor. For a one-dimensional potential with two wells per cell, it builds a two-band Wannier Hamiltonian and asserts that its slopes and curvatures match a plane-wave solution. The output shows the curvature error falling from 0.11 to about $10^{-8}$ eV Å$^2$ as the mesh grows from 3 to 15 points. It also shows a zone-edge mass of $-0.28\,m_e$ for a gap of 0.32 eV and $-0.026\,m_e$ for a gap of 0.03 eV.

## Program and output

```python
"""
Band derivatives from a Wannier Hamiltonian H(k) = sum_R exp(ik.R) H(R).

Results under test, with H_a, H_ab the k-derivatives of H and |n> its eigenvectors:
  dE_n/dk_a       = <n|H_a|n>
  d2E_n/dk_a dk_b = <n|H_ab|n> + 2 Re sum_{m!=n} <n|H_a|m><m|H_b|n>/(E_n-E_m)
At a degenerate level D (projector P) and along a unit vector q:
  slopes     = eigenvalues of P H_q P
  curvatures = eigenvalues, inside each set of equal slopes, of
               P H_qq P + 2 sum_{m not in D} P H_q|m><m|H_q P/(E_D-E_m)
Velocity = slope/hbar; inverse mass = curvature/hbar^2.
Energies in eV, lengths in angstrom (A), wave vectors in 1/A.
Independent road: finite differences of eigenvalues, and a plane-wave solution.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

HBAR2_OVER_M = const.hbar**2 / const.m_e / const.e * 1e20   # eV A^2
SLOPE_TO_SPEED = const.e * 1e-10 / const.hbar               # (eV A) -> m/s

# six-point one-sided difference weights for first and second derivatives
FIRST = np.array([-137/60, 5, -5, 10/3, -5/4, 1/5])
SECOND = np.array([15/4, -77/6, 107/6, -13, 61/12, -5/6])


def finite_differences(energies, step):
    """Derivatives at t=0+ of the sorted eigenvalues energies(t)."""
    samples = np.array([energies(j * step) for j in range(6)])
    return FIRST @ samples / step, SECOND @ samples / step**2


def wannier_matrices(k, R, HR, tau):
    """H, H_a, H_ab; tau holds orbital positions used in the Fourier phase."""
    shift = R[:, None, None, :] + tau[None, None, :, :] - tau[None, :, None, :]
    terms = np.exp(1j * (shift @ k)) * HR
    h1 = np.einsum('rij,rija->aij', terms, 1j * shift)
    h2 = -np.einsum('rij,rija,rijb->abij', terms, shift, shift)
    return terms.sum(axis=0), h1, h2


def single_band(matrices, n):
    """Gradient, direct curvature and interband curvature of band n."""
    h, h1, h2 = matrices
    E, U = np.linalg.eigh(h)
    rotated = U.conj().T @ h1 @ U
    direct = (U.conj().T @ h2 @ U)[..., n, n].real
    others = np.arange(len(E)) != n
    row = rotated[:, n, others]
    interband = 2 * np.real((row / (E[n] - E[others])) @ row.conj().T)
    return rotated[:, n, n].real, direct, interband


def degenerate_branches(matrices, q, members):
    """Slopes and curvatures along q of the branches leaving a degenerate level."""
    h, h1, h2 = matrices
    hq = np.einsum('a,aij->ij', q, h1)
    hqq = np.einsum('a,b,abij->ij', q, q, h2)
    E, U = np.linalg.eigh(h)
    inside = U[:, members]
    remote = np.setdiff1d(np.arange(len(E)), members)
    level = E[members].mean()
    coupling = U[:, remote].conj().T @ hq @ inside
    weighted = coupling / (level - E[remote])[:, None]
    M = inside.conj().T @ hqq @ inside + 2 * coupling.conj().T @ weighted
    slopes, W = np.linalg.eigh(inside.conj().T @ hq @ inside)
    M = W.conj().T @ M @ W
    curvatures = np.empty(len(slopes))
    start = 0
    while start < len(slopes):
        stop = start + 1
        while stop < len(slopes) and slopes[stop] - slopes[start] < 1e-6:
            stop += 1
        curvatures[start:stop] = np.linalg.eigvalsh(M[start:stop, start:stop])
        start = stop
    return slopes, curvatures


def show(label, values, unit, digits=4):
    text = ' '.join(f'{v:.{digits}f}' for v in np.ravel(values))
    print(f'{label}: {text} {unit}'.rstrip())


# ---------- square lattice with s, px, py orbitals ----------
a = 4.0
e_s, e_p = 4.0, 0.0
t_s, t_sigma, t_pi, t_sp = -1.0, 0.8, -0.2, 0.4
hop_x = np.diag([t_s, t_sigma, t_pi]).astype(complex)
hop_x[0, 1], hop_x[1, 0] = t_sp, -t_sp
hop_y = np.diag([t_s, t_pi, t_sigma]).astype(complex)
hop_y[0, 2], hop_y[2, 0] = t_sp, -t_sp
R_sp = a * np.array([[0, 0], [1, 0], [-1, 0], [0, 1], [0, -1]], float)
H_sp = np.array([np.diag([e_s, e_p, e_p]), hop_x, hop_x.conj().T,
                 hop_y, hop_y.conj().T])
no_shift = np.zeros((3, 2))


def sp(k):
    return wannier_matrices(np.asarray(k, float), R_sp, H_sp, no_shift)


def unit_vector(degrees):
    return np.array([np.cos(np.radians(degrees)), np.sin(np.radians(degrees))])


def sp_differences(k, q, members):
    return finite_differences(
        lambda t: np.linalg.eigvalsh(sp(k + t * q)[0])[members], 0.002 / a)


print('SQUARE LATTICE, s px py')
show('lattice constant', a, 'A', 1)
show('e_s e_p', [e_s, e_p], 'eV', 1)
show('t_s t_sigma t_pi t_sp', [t_s, t_sigma, t_pi, t_sp], 'eV', 1)
show('hbar^2/m_e', HBAR2_OVER_M, 'eV A^2')

k_generic = np.array([0.25, 0.10])
for band in range(3):
    grad, direct, inter = single_band(sp(k_generic), band)
    for angle in (0, 35, 90, 135):
        q = unit_vector(angle)
        slope, curvature = sp_differences(k_generic, q, [band])
        assert abs(slope[0] - grad @ q) < 1e-6
        assert abs(curvature[0] - q @ (direct + inter) @ q) < 1e-3
grad, direct, inter = single_band(sp(k_generic), 1)
show('generic k', k_generic, '1/A', 2)
show('energies there', np.linalg.eigvalsh(sp(k_generic)[0]), 'eV')
show('band 2 gradient x y', grad, 'eV A')
show('band 2 velocity x y', grad * SLOPE_TO_SPEED / 1e5, '10^5 m/s', 3)
pick = ([0, 1, 0], [0, 1, 1])
show('band 2 direct curvature xx yy xy', direct[pick], 'eV A^2', 3)
show('band 2 interband curvature xx yy xy', inter[pick], 'eV A^2', 3)
show('band 2 total curvature xx yy xy', (direct + inter)[pick], 'eV A^2', 3)
show('band 2 inverse mass xx yy xy',
     (direct + inter)[pick] / HBAR2_OVER_M, '1/m_e', 3)


# crossing of the py band with the upper s-px band on the kx axis
def band_distance(kx):
    h = sp([kx, 0.0])[0]
    return np.linalg.eigvalsh(h[:2, :2])[1] - h[2, 2].real


k_cross = np.array([brentq(band_distance, 0.3 / a, 2.5 / a, xtol=1e-15), 0.0])
E_cross, U_cross = np.linalg.eigh(sp(k_cross)[0])
assert abs(E_cross[2] - E_cross[1]) < 1e-12
show('crossing kx', k_cross[0], '1/A', 5)
show('cos(kx a) at crossing', np.cos(k_cross[0] * a), '')
show('energies at crossing', E_cross, 'eV')
cross_slopes = {}
for angle in (0, 45, 90):
    q = unit_vector(angle)
    slopes, curvatures = degenerate_branches(sp(k_cross), q, [1, 2])
    fd_slopes, fd_curvatures = sp_differences(k_cross, q, [1, 2])
    assert np.allclose(slopes, fd_slopes, atol=1e-6)
    assert np.allclose(curvatures, fd_curvatures, atol=1e-3)
    cross_slopes[angle] = slopes
    show(f'crossing, {angle} deg, slopes', slopes, 'eV A')
    show(f'crossing, {angle} deg, curvatures', curvatures, 'eV A^2', 3)
# a gradient would make the 45-degree slopes linear combinations of the others
linear = np.add.outer(cross_slopes[0], cross_slopes[90]).ravel() / np.sqrt(2)
assert np.min(np.abs(np.subtract.outer(cross_slopes[45], linear))) > 0.1
show('45 deg slopes if gradients existed', linear, 'eV A')
blocks = U_cross[:, 1:].conj().T @ sp(k_cross)[1] @ U_cross[:, 1:]
commutator = np.linalg.norm(blocks[0] @ blocks[1] - blocks[1] @ blocks[0])
assert commutator > 0.1
show('norm of commutator of slope blocks', commutator, 'eV^2 A^2', 3)

# quadratic touching of the p bands at the zone centre
gamma = np.zeros(2)
show('energies at Gamma', np.linalg.eigvalsh(sp(gamma)[0]), 'eV')
touching = {}
for angle in (0, 45, 90, 135):
    q = unit_vector(angle)
    slopes, curvatures = degenerate_branches(sp(gamma), q, [1, 2])
    fd_slopes, fd_curvatures = sp_differences(gamma, q, [1, 2])
    assert np.allclose(slopes, fd_slopes, atol=1e-6)
    assert np.allclose(curvatures, fd_curvatures, atol=1e-3)
    touching[angle] = curvatures
    if angle < 90:
        show(f'Gamma, {angle} deg, curvatures', curvatures, 'eV A^2', 3)
        show(f'Gamma, {angle} deg, masses', HBAR2_OVER_M / curvatures, 'm_e', 3)
# any quadratic form gives equal sums over two orthogonal pairs of directions
sum_axes = touching[0][1] + touching[90][1]
sum_diagonals = touching[45][1] + touching[135][1]
assert abs(sum_axes - sum_diagonals) > 0.1
show('Gamma upper branch, sums 0+90 and 45+135 deg',
     [sum_axes, sum_diagonals], 'eV A^2', 3)

# ---------- threefold level with two equal slopes and one different ----------
rng = np.random.default_rng(7)


def random_hermitian(n):
    x = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return 0.25 * (x + x.conj().T)


m0 = np.diag([0.0, 0.0, 0.0, 1.0, -1.5]).astype(complex)
m1, m2 = random_hermitian(5), random_hermitian(5)
m1[:3, :3] = np.diag([0.3, 0.3, -0.5])
Q = np.linalg.qr(random_hermitian(5))[0]
m0, m1, m2 = (Q @ m @ Q.conj().T for m in (m0, m1, m2))
slopes, curvatures = degenerate_branches(
    (m0, m1[None], m2[None, None]), np.ones(1), [1, 2, 3])
fd_slopes, fd_curvatures = finite_differences(
    lambda t: np.linalg.eigvalsh(m0 + t * m1 + t * t * m2 / 2)[1:4], 0.002)
assert np.allclose(slopes, fd_slopes, atol=1e-6)
assert np.allclose(curvatures, fd_curvatures, atol=1e-3)
show('threefold test, largest curvature error',
     1e6 * np.max(np.abs(curvatures - fd_curvatures)), '10^-6', 3)

# ---------- two wells per cell in one dimension ----------
# V(x) = -V_main cos(4 pi x/L) - V_diff cos(2 pi x/L), wells at 0 and L/2
L, V_main, V_diff, gauss_width = 6.0, 8.0, 0.2, 0.7
index = np.arange(-12, 13)
G = 2 * np.pi * index / L
index_distance = np.abs(np.subtract.outer(index, index))
centres = np.array([0.0, L / 2])


def plane_wave(k, v_diff):
    p = k + G
    h = (np.diag(HBAR2_OVER_M * p**2 / 2) - V_main / 2 * (index_distance == 2)
         - v_diff / 2 * (index_distance == 1))
    h1 = np.diag(HBAR2_OVER_M * p)
    return h, h1[None], HBAR2_OVER_M * np.eye(len(G))[None, None]


def build_wannier(v_diff, mesh):
    """H(R) of the lowest two bands from Gaussian projections on a mesh."""
    cells = np.arange(-(mesh // 2), mesh // 2 + 1)
    q_mesh = 2 * np.pi * cells / (mesh * L)
    hq = []
    for q in q_mesh:
        E, C = np.linalg.eigh(plane_wave(q, v_diff)[0])
        p = q + G
        trial = (np.exp(-(p * gauss_width)**2 / 2)[:, None]
                 * np.exp(-1j * np.outer(p, centres)))
        left, _, right = np.linalg.svd(C[:, :2].conj().T @ trial)
        S = left @ right
        hq.append(S.conj().T @ np.diag(E[:2]) @ S)
    phase = np.exp(-1j * np.outer(q_mesh, cells * L))
    HR = np.einsum('qr,qij->rij', phase, np.array(hq)) / mesh
    return (cells * L)[:, None].astype(float), HR


def wannier_1d(k, model, positions=(0.0, 0.0)):
    return wannier_matrices(np.array([k]), *model, np.array(positions)[:, None])


def pw_differences(k, v_diff, members):
    return finite_differences(
        lambda t: np.linalg.eigvalsh(plane_wave(k + t, v_diff)[0])[members], 1e-3)


def first_coupling(matrices):
    U = np.linalg.eigh(matrices[0])[1]
    return abs(U[:, 0].conj() @ matrices[1][0] @ U[:, 1])


print('TWO WELLS PER CELL, ONE DIMENSION')
show('L, gaussian width', [L, gauss_width], 'A', 1)
show('V_main V_diff', [V_main, V_diff], 'eV', 1)
mesh = 15
edge, k_mid = np.pi / L, 0.3 * 2 * np.pi / L
model = build_wannier(V_diff, mesh)

# both Fourier conventions against plane waves at a general k
reference = single_band(plane_wave(k_mid, V_diff), 0)
pw_total = (reference[1] + reference[2]).item()
fd_slope, fd_curvature = pw_differences(k_mid, V_diff, [0])
assert abs(pw_total - fd_curvature[0]) < 2e-3
assert abs(reference[0][0] - fd_slope[0]) < 1e-5
show('general k', k_mid, '1/A')
show('lower band slope', reference[0], 'eV A')
splits, couplings = [], []
for name, positions in (('cell', (0.0, 0.0)), ('site', tuple(centres))):
    matrices = wannier_1d(k_mid, model, positions)
    grad, direct, inter = single_band(matrices, 0)
    assert abs(grad[0] - reference[0][0]) < 1e-6
    assert abs((direct + inter).item() - pw_total) < 1e-6
    splits.append(direct.item())
    couplings.append(first_coupling(matrices))
    show(f'{name} phases: direct, interband, total',
         [direct.item(), inter.item(), (direct + inter).item()], 'eV A^2')
assert abs(splits[0] - splits[1]) > 1e-2
assert abs(couplings[0] - couplings[1]) > 1e-2
show('|<1|dH/dk|2>| cell, site, plane waves',
     couplings + [first_coupling(plane_wave(k_mid, V_diff))], 'eV A')

# convergence of the interpolated curvature with the mesh
errors = {}
for points in (3, 5, mesh):
    _, direct, inter = single_band(
        wannier_1d(k_mid, build_wannier(V_diff, points)), 0)
    errors[points] = abs((direct + inter).item() - pw_total)
    print(f'curvature error, {points} mesh points: {errors[points]:.1e} eV A^2')
assert errors[mesh] < 1e-6 and errors[3] > 100 * errors[mesh]

# equal wells: true crossing at the zone edge
slopes, curvatures = degenerate_branches(
    wannier_1d(edge, build_wannier(0.0, mesh)), np.ones(1), [0, 1])
pw_slopes, pw_curvatures = degenerate_branches(
    plane_wave(edge, 0.0), np.ones(1), [0, 1])
fd_slopes, fd_curvatures = pw_differences(edge, 0.0, [0, 1])
assert np.allclose(slopes, pw_slopes, atol=1e-6)
assert np.allclose(curvatures, pw_curvatures, atol=1e-5)
assert np.allclose(slopes, fd_slopes, atol=1e-5)
assert np.allclose(curvatures, fd_curvatures, atol=2e-3)
show('equal wells, zone-edge slopes', slopes, 'eV A')
show('equal wells, zone-edge curvatures', curvatures, 'eV A^2')

# unequal wells: light mass at the zone edge
for v_diff in (V_diff, V_diff / 10):
    matrices = wannier_1d(edge, build_wannier(v_diff, mesh))
    E = np.linalg.eigvalsh(matrices[0])
    _, direct, inter = single_band(matrices, 0)
    total = (direct + inter).item()
    _, pw_direct, pw_inter = single_band(plane_wave(edge, v_diff), 0)
    assert abs(total / (pw_direct + pw_inter).item() - 1) < 1e-6
    estimate = -2 * slopes[1]**2 / (E[1] - E[0])
    show(f'V_diff={v_diff:.2f} eV: gap', E[1] - E[0], 'eV')
    show('  lower-band curvature, small-gap estimate',
         [total, estimate], 'eV A^2', 3)
    show('  lower-band mass', HBAR2_OVER_M / total, 'm_e')
    if v_diff == V_diff:
        fd_curvature = pw_differences(edge, v_diff, [0])[1][0]
        assert abs(total - fd_curvature) < 5e-3
        partner = -2 * first_coupling(plane_wave(edge, v_diff))**2 / (E[1] - E[0])
        remote = pw_inter.item() - partner
        assert abs(remote) > 0.1
        show('  plane waves: free, partner, remote',
             [pw_direct.item(), partner, remote], 'eV A^2', 3)
        show('  Wannier: direct, interband',
             [direct.item(), inter.item()], 'eV A^2', 3)
assert abs(total / estimate - 1) < 0.02

print('ALL CHECKS PASSED')
```

Running it gives:

```
SQUARE LATTICE, s px py
lattice constant: 4.0 A
e_s e_p: 4.0 0.0 eV
t_s t_sigma t_pi t_sp: -1.0 0.8 -0.2 0.4 eV
hbar^2/m_e: 7.6200 eV A^2
generic k: 0.25 0.10 1/A
energies there: 0.0287 1.1170 1.6853 eV
band 2 gradient x y: 1.5188 -3.0273 eV A
band 2 velocity x y: 2.307 -4.599 10^5 m/s
band 2 direct curvature xx yy xy: -0.756 -8.081 0.000 eV A^2
band 2 interband curvature xx yy xy: 14.776 0.888 -11.712 eV A^2
band 2 total curvature xx yy xy: 14.020 -7.192 -11.712 eV A^2
band 2 inverse mass xx yy xy: 1.840 -0.944 -1.537 1/m_e
crossing kx: 0.24335 1/A
cos(kx a) at crossing: 0.5625
energies at crossing: -0.0000 1.3750 1.3750 eV
crossing, 0 deg, slopes: 1.3229 4.0167 eV A
crossing, 0 deg, curvatures: 3.600 35.919 eV A^2
crossing, 45 deg, slopes: -0.1531 3.9287 eV A
crossing, 45 deg, curvatures: -4.765 25.779 eV A^2
crossing, 90 deg, slopes: -2.5527 2.5527 eV A
crossing, 90 deg, curvatures: 1.254 1.254 eV A^2
45 deg slopes if gradients existed: -0.8696 2.7405 1.0352 4.6453 eV A
norm of commutator of slope blocks: 9.725 eV^2 A^2
energies at Gamma: 0.0000 1.2000 1.2000 eV
Gamma, 0 deg, curvatures: -8.533 6.400 eV A^2
Gamma, 0 deg, masses: -0.893 1.191 m_e
Gamma, 45 deg, curvatures: -9.600 7.467 eV A^2
Gamma, 45 deg, masses: -0.794 1.021 m_e
Gamma upper branch, sums 0+90 and 45+135 deg: 12.800 14.933 eV A^2
threefold test, largest curvature error: 0.001 10^-6
TWO WELLS PER CELL, ONE DIMENSION
L, gaussian width: 6.0 0.7 A
V_main V_diff: 8.0 0.2 eV
general k: 0.3142 1/A
lower band slope: 1.3988 eV A
cell phases: direct, interband, total: 7.5687 -4.5162 3.0525 eV A^2
site phases: direct, interband, total: 3.9288 -0.8763 3.0525 eV A^2
|<1|dH/dk|2>| cell, site, plane waves: 1.4451 0.6365 0.6395 eV A
curvature error, 3 mesh points: 1.1e-01 eV A^2
curvature error, 5 mesh points: 9.2e-03 eV A^2
curvature error, 15 mesh points: 8.9e-09 eV A^2
equal wells, zone-edge slopes: -2.1806 2.1806 eV A
equal wells, zone-edge curvatures: 1.9056 1.9056 eV A^2
V_diff=0.20 eV: gap: 0.3245 eV
  lower-band curvature, small-gap estimate: -27.464 -29.303 eV A^2
  lower-band mass: -0.2775 m_e
  plane waves: free, partner, remote: 7.620 -29.332 -5.751 eV A^2
  Wannier: direct, interband: 1.835 -29.299 eV A^2
V_diff=0.02 eV: gap: 0.0325 eV
  lower-band curvature, small-gap estimate: -291.121 -293.020 eV A^2
  lower-band mass: -0.0262 m_e
ALL CHECKS PASSED
```
